# Relativistic speed limit of domain walls in a simple-cubic antiferromagnet

## 1. Definitions and conventions

Spins of length \(S\) sit on a simple-cubic lattice of spacing \(a\), with energy

\[
H=J\sum_{\text{bonds}}\mathbf S_i\cdot\mathbf S_j-D\sum_i(S_i^z)^2-h\sum_i\eta_iS_i^z ,\qquad J,D>0 .
\]

Each nearest-neighbour bond is counted once. The sign \(\eta_i=\pm1\) labels the two sublattices, \(D\) makes \(z\) the easy axis, and \(h\) is a staggered drive with the dimension of energy. The algebra uses atomic units, \(\hbar=1\).

The spins are treated classically until Section 6. For \(H=\mathbf b\cdot\mathbf S\) the spin commutators give \(\dot{\mathbf S}=\mathbf b\times\mathbf S\). With \(\mathbf S_i=S\mathbf m_i\), \(\mathbf b_i=\partial H/\partial\mathbf S_i\) and Gilbert damping \(\alpha\),

\[
\dot{\mathbf m}_i=\mathbf b_i\times\mathbf m_i-\alpha\,\mathbf m_i\times\dot{\mathbf m}_i .
\]

The damping term turns the spin towards \(-\mathbf b_i\), which lowers the energy.

The claim is that the steady speed of a planar wall between the two easy directions is limited, at leading order in (spacing)/(wall width), to

\[
c=2\sqrt3\,JSa .
\]

For \(JS=0.005\) eV and \(a=0.4\) nm this is 10.5 km/s. If the sum counted each pair twice with the same \(J\), the exchange would double and so would \(c\), to 21 km/s.

## 2. Leading order: the wave equation

Write \(\mathbf m_i=\eta_i\mathbf n+\mathbf l\), where \(\mathbf n\) is a smooth unit vector and \(\mathbf l\) a smooth small net moment with \(\mathbf l\cdot\mathbf n=0\). Let \(\Delta\) be the wall width and \(\epsilon=a/\Delta\ll1\). We count \(\mathbf l\) and \(\alpha\) as order \(\epsilon\), and \(D/J\) and \(h/JS\) as order \(\epsilon^2\).

All neighbours of a site lie on the other sublattice. Summing a smooth field over them gives \(\sum_j\mathbf n_j=6\mathbf n+a^2\nabla^2\mathbf n+\dots\), so

\[
\mathbf b=JS\left[-\eta(6\mathbf n+a^2\nabla^2\mathbf n)+6\mathbf l\right]-2DS\,\eta n_z\hat z-\eta h\hat z .
\]

Now form \(\mathbf b\times(\eta\mathbf n+\mathbf l)\) and use \(\eta^2=1\). The terms proportional to \(\eta\) are \(-6\eta JS\,\mathbf n\times\mathbf l+6\eta JS\,\mathbf l\times\mathbf n\). The two are equal, hence

\[
\dot{\mathbf n}=12JS\,\mathbf l\times\mathbf n .
\]

The terms without \(\eta\) give

\[
\dot{\mathbf l}=JSa^2\,\mathbf n\times\nabla^2\mathbf n+(2DSn_z+h)\,\mathbf n\times\hat z-\alpha\,\mathbf n\times\dot{\mathbf n}.
\]

From the first equation, \(\mathbf n\times\dot{\mathbf n}=12JS\,[\mathbf l(\mathbf n\cdot\mathbf n)-\mathbf n(\mathbf n\cdot\mathbf l)]\), so

\[
\mathbf l=\frac{\mathbf n\times\dot{\mathbf n}}{12JS}. \tag{1}
\]

A rotating Néel vector therefore carries a small net moment, which acts as its inertia. Differentiate (1), using \(\dot{\mathbf n}\times\dot{\mathbf n}=0\), to get \(\mathbf n\times\ddot{\mathbf n}=12JS\,\dot{\mathbf l}\), and insert \(\dot{\mathbf l}\).

For a planar wall take \(\mathbf n=(\sin\theta,0,\cos\theta)\) with \(\theta(x,t)\). Then \(\mathbf n\times\dot{\mathbf n}=\theta_t\hat y\), \(\mathbf n\times\ddot{\mathbf n}=\theta_{tt}\hat y\), \(\mathbf n\times\nabla^2\mathbf n=\theta_{xx}\hat y\) and \(\mathbf n\times\hat z=-\sin\theta\,\hat y\). The result is

\[
\theta_{tt}+\Gamma\theta_t-c^2\theta_{xx}+\omega_0^2\sin\theta\cos\theta=-12JSh\sin\theta , \tag{2}
\]

\[
c^2=12J^2S^2a^2,\qquad \omega_0^2=24JDS^2,\qquad \Gamma=12\alpha JS .
\]

With \(\Gamma=h=0\), equation (2) keeps its form under Lorentz transformations in which \(c\) replaces the speed of light. This is the sense in which the limit is relativistic.

## 3. The free wall

Set \(\Gamma=h=0\) and \(\theta=\theta(x-vt)\). Then \((c^2-v^2)\theta''=\omega_0^2\sin\theta\cos\theta\). Multiplying by \(\theta'\) and integrating gives

\[
(c^2-v^2)\,\theta'^2=\omega_0^2\sin^2\theta .
\]

The constant vanishes because \(\theta'=0\) and \(\sin\theta=0\) deep in both domains. A wall must pass through \(\theta=\pi/2\), where the right side is positive. This requires \(v<c\), and then

\[
\theta'=\frac{\sin\theta}{\Delta},\qquad
\Delta=\Delta_0\sqrt{1-\frac{v^2}{c^2}},\qquad
\Delta_0=\frac{c}{\omega_0}=a\sqrt{\frac{J}{2D}} .
\]

Anisotropy fixes the width but drops out of \(c\). The wall contracts as it speeds up, so the assumption \(a\ll\Delta\) weakens just where the limit is approached.

## 4. The driven wall and its two limits

Keep damping and drive, and try the same profile, \(\theta'=\sin\theta/\Delta\). It gives \(\theta''=\sin\theta\cos\theta/\Delta^2\), \(\theta_t=-v\theta'\) and \(\theta_{tt}=v^2\theta''\). Equation (2) becomes

\[
\left[\frac{v^2-c^2}{\Delta^2}+\omega_0^2\right]\sin\theta\cos\theta-\frac{\Gamma v}{\Delta}\sin\theta=-12JSh\sin\theta .
\]

The two angular functions are independent. The first bracket must vanish, which returns the contracted width. The rest gives \(\Gamma v/\Delta=12JSh\), or \(v=h\Delta/\alpha\). With \(u=h\Delta_0/\alpha\) this reads \(v=u\sqrt{1-v^2/c^2}\). Squaring and collecting \(v^2\),

\[
v=\frac{u}{\sqrt{1+u^2/c^2}} . \tag{3}
\]

The two limits, each with its first correction, are

\[
v\simeq u\left(1-\frac{u^2}{2c^2}\right)\ (u\ll c),\qquad
v\simeq c\left(1-\frac{c^2}{2u^2}\right)\ (u\gg c).
\]

Weak drive gives ordinary mobility, and strong drive gives saturation. At \(u=2c\) the second form gives \(0.875c\), while (3) gives \(0.894c\).

The drive cannot grow without bound, because the domain being consumed must remain metastable. Near \(\theta=\pi\) put \(\theta=\pi+\varphi\). Linearising (2) gives

\[
\varphi_{tt}+\Gamma\varphi_t-c^2\varphi_{xx}+(\omega_0^2-12JSh)\varphi=0 ,
\]

which is stable for \(h<\omega_0^2/12JS=2DS\). At that edge

\[
\frac uc=\frac{2DS}{\alpha\omega_0}=\frac1\alpha\sqrt{\frac{D}{6J}} .
\]

## 5. First correction from the lattice

**Magnons.** Take \(D=h=\alpha=0\) and a small transverse deviation \(\psi=m_x+im_y\) from \(\mathbf m=\eta\hat z\). The linear precession equation is

\[
\dot\psi_i=-iJS\eta_i\Big(6\psi_i+\sum_j\psi_j\Big).
\]

For waves \(e^{i\mathbf k\cdot\mathbf r-i\omega t}\) with amplitudes \(p,q\) on the two sublattices, and \(\gamma=\tfrac13(\cos k_xa+\cos k_ya+\cos k_za)\),

\[
(\omega-6JS)p=6JS\gamma q,\qquad(\omega+6JS)q=-6JS\gamma p .
\]

Multiplying the two equations gives \(\omega=6JS\sqrt{1-\gamma^2}\). To fourth order \(\gamma=1-Q\), with \(Q=k^2a^2/6-a^4\sum_ik_i^4/72\), and \(1-\gamma^2=2Q-Q^2\). Hence

\[
\omega=ck\left[1-\frac{a^2}{24}\left(k^2+\frac{\sum_ik_i^4}{k^2}\right)+\dots\right].
\]

The slope \(c\) is the same in every direction; the first correction is not. Along a cube axis it is \(-k^2a^2/12\). For 40 spacings per wavelength, \(ka=2\pi/40=0.157\) and the factor is 0.9979. Diagonalising the precession matrix of a lattice 40 sites long gives the same 0.9979.

**Walls.** The next term in the second difference changes \(c^2\theta''\) to \(c^2(\theta''+a^2\theta''''/12)\). In a moving wall the leading stiffness has already dropped to \((c^2-v^2)\theta''\). The relative lattice correction therefore scales as

\[
\frac{a^2}{\Delta^2(1-v^2/c^2)}=\frac{a^2}{\Delta_0^2(1-v^2/c^2)^2}.
\]

Other terms of the same order, from \(\mathbf l\) and from finite angles between neighbours, also contribute, so this shows how the correction grows near \(c\) but does not give its coefficient, which can itself depend on \(v\).

## 6. First correction from quantum and thermal fluctuations

On the up sublattice use bosons with \(S^z=S-a^\dagger a\), \(S^-=\sqrt{2S}\,a^\dagger\) and \(S^+=\sqrt{2S}\,(1-a^\dagger a/2S)\,a\). On the down sublattice use \(S^z=-S+b^\dagger b\), \(S^-=\sqrt{2S}\,b\) and \(S^+=\sqrt{2S}\,b^\dagger(1-b^\dagger b/2S)\). These obey the spin commutators; for instance \([S^+,S^-]=2(S-a^\dagger a)=2S^z\) on the up sublattice. A bond becomes

\[
\begin{aligned}
\mathbf S_a\cdot\mathbf S_b={}&-S^2+S(a^\dagger a+b^\dagger b+ab+a^\dagger b^\dagger)\\
&-a^\dagger a\,b^\dagger b-\tfrac12(a^\dagger aab+a^\dagger b^\dagger b^\dagger b).
\end{aligned}
\]

Approximate the state as Gaussian, with \(\langle a^\dagger a\rangle=\langle b^\dagger b\rangle=\nu\) and \(\langle ab\rangle=p\) real for neighbours. Pairing the operators in all ways gives \(\langle a^\dagger ab^\dagger b\rangle=\nu^2+p^2\), and \(2\nu p\) for each of the last two products. The sum is a square:

\[
\langle\mathbf S_a\cdot\mathbf S_b\rangle=-(S-\nu-p)^2 .
\]

With three bonds per site, the energy varies by \(6J(S-\nu-p)(\delta\nu+\delta p)\). The quadratic theory alone would give \(6JS(\delta\nu+\delta p)\). Minimising the free energy therefore multiplies every magnon frequency, and so \(c\), by \(R=1-(\nu+p)/S\).

To find \(\nu+p\), pass to waves: from here \(a\) and \(b\) stand for the modes with wavevectors \(\mathbf k\) and \(-\mathbf k\). Averaging over the six neighbours brings in the factor \(\gamma\), so \(p\) is the Brillouin-zone average of \(\gamma\langle ab\rangle\). Let \(\varepsilon=\sqrt{1-\gamma^2}\) and rotate \(a=\cosh\phi\,A-\sinh\phi\,B^\dagger\), \(b=\cosh\phi\,B-\sinh\phi\,A^\dagger\), with \(\cosh2\phi=1/\varepsilon\) and \(\sinh2\phi=\gamma/\varepsilon\). The pair terms \(AB\) cancel and

\[
a^\dagger a+b^\dagger b+\gamma(ab+a^\dagger b^\dagger)=\varepsilon(A^\dagger A+B^\dagger B+1)-1 .
\]

The magnon energy is \(6JSR\varepsilon\), so the thermal mean of the right side is \(\varepsilon\coth(3JSR\varepsilon/kT)-1\). Averaged over the Brillouin zone it equals \(2(\nu+p)\), hence

\[
R=1+\frac{1}{2S}\left[1-\left\langle\varepsilon\coth\frac{3JSR\varepsilon}{kT}\right\rangle\right].
\]

At \(T=0\) this is \(R=1+(1-\langle\varepsilon\rangle)/2S\), the first correction in \(1/S\). It raises the speed because \(\langle\varepsilon\rangle<1\). Heat lowers it. When \(kT\) is large, \(\coth x\simeq1/x\) and

\[
R^2-\left(1+\frac1{2S}\right)R+\frac{kT}{6JS^2}=0 ,
\]

which has no real root above some temperature. There the estimate fails. That temperature is a marker for this approximation, not a computed Néel temperature. Anisotropy is neglected in \(R\), and the wall limit is taken to follow the magnon speed.

## 7. Numbers

Take \(S=5/2\), \(J=0.002\) eV, \(D=10^{-5}\) eV, \(\alpha=0.01\) and \(a=0.4\) nm. Restoring \(\hbar=6.582\times10^{-4}\) eV ps,

\[
\frac{JSa}{\hbar}=\frac{0.005\times0.4}{6.582\times10^{-4}}=3.039\ \text{km/s},\qquad
c=2\sqrt3\times3.039=10.5\ \text{km/s},
\]

since 1 nm/ps is 1 km/s. Equivalently \(\hbar c=0.00693\) eV nm. At this speed 100 nm takes 9.5 ps. The rest width is \(\Delta_0=0.4\sqrt{0.002/(2\times10^{-5})}=4.0\) nm and the magnon gap is 0.0017 eV. These two values, and the metastability edge below, use the classical anisotropy \(2DS\). For a quantum spin the first deviation costs \(D[S^2-(S-1)^2]=D(2S-1)\), which is 20 percent less at \(S=5/2\) and on its own would give about 4.5 nm and 0.00155 eV. Zero-point fluctuations enter at the same order in \(1/S\) and shift these values by a further few percent, to roughly 4.7 nm and 0.0015 eV.

The formulas were tested against direct integration of the damped lattice spin equations, starting from a wall at rest. The lattice width is \(\tfrac a2\sum(n_x^2+n_y^2)\), summed over the lattice planes, which equals \(\Delta\) for the ideal profile:

| \(u/c\) | \(v\), formula (km/s) | \(v\), lattice (km/s) | \(\Delta\), formula (nm) | \(\Delta\), lattice (nm) |
|---|---|---|---|---|
| 0.5 | 4.71 | 4.70 | 3.58 | 3.57 |
| 1 | 7.44 | 7.42 | 2.83 | 2.82 |
| 2 | 9.41 | 9.32 | 1.79 | 1.77 |

Doubling the drive from \(u=c\) to \(u=2c\) raises the speed by about a quarter. The last case needs \(h=3.5\times10^{-5}\) eV, a staggered field of 0.30 T for \(g=2\). The metastability edge is \(h=5\times10^{-5}\) eV, where \(u/c=2.89\) and (3) gives \(v=0.945c\). With this damping, steady motion in the model stops short of \(c\).

The lattice speed falls below the formula by 0.2, 0.35 and 1.0 percent of the formula value in the three cases. The peak net moment is more sensitive. By (1) and the ideal profile its magnitude should be \(\hbar v/(12JS\Delta)\), or 0.0577 at \(u=2c\); the lattice gives 0.0612, which is 6 percent more. Relation (1) itself holds along the wall to 1.4 percent of the peak moment. Since \(|\theta_t|=v|\theta'|\) and \(v\) is not higher, the centre of the wall must be steeper than the ideal profile. A run with twice the width at the same \(u/c\) (\(D\) and \(h\) divided by 4, \(\alpha\) by 2) cuts the difference to between 1.2 and 1.3 percent, roughly a fivefold drop. The figure is not sharper than that: the wider wall is more weakly damped and settles slowly, and the peaks are read on lattice planes (interpolating between planes raises the 6 percent to 6.4). A pure \(a^2/\Delta^2\) correction would drop fourfold, so the run supports a lattice origin but does not establish the exact power.

A fast wall can also match the phase speed of a short magnon. With anisotropy the lattice law is \(\omega^2=(6JS+2DS)^2-(6JS\gamma)^2\), and \(\omega=vk\) at \(u=2c\) gives \(ka=1.20\), a wavelength of 2.1 nm. The ideal wall slope is \(\theta'=\operatorname{sech}(x/\Delta)/\Delta\), whose Fourier amplitude relative to \(k=0\) is \(\operatorname{sech}(\pi k\Delta/2)=4.5\times10^{-4}\). This figure belongs to the ideal profile and understates the lattice wall. At the lattice speed the match moves to \(ka\approx1.25\), and the steady lattice profile at \(u=2c\) has a relative amplitude of about \(1.5\times10^{-2}\) there, some 30 times more. Neither number is an emission rate.

The fluctuation factor \(R\) is 1.02 at \(T=0\), 1.00 at 100 K and 0.90 at 200 K, giving about 10.7, 10.5 and 9.5 km/s. The estimate fails above about 300 K.

## 8. Use for real devices

The parameters are round values and describe no particular compound. Lower damping moves the metastability edge closer to \(c\), but the wall then contracts towards the lattice spacing and (3) loses its basis. The bound \(c\) also refers to steady motion: when a drive near the edge is switched on suddenly at low damping, the zero of \(n_z\) can briefly advance a few percent faster than \(c\) before it settles below it.

The first restriction in a device is temperature. At 200 K the estimated limit is already about 10 percent below the classical value, and the real loss may be larger, because the estimate treats interactions between magnons only on average. Room temperature is close to the point where these exchange parameters are expected to lose Néel order altogether, so the formula gives no usable wall speed there. The drive is a second restriction: a uniform magnetic field is not the staggered drive \(h\), so a device driven in this way needs an effective field of opposite sign on the two sublattices. Because the spins are also opposite, the resulting torques are equal. They build up the net moment \(\mathbf l\), and exchange then turns the Néel vector. Heating by that drive, defects and canting interactions are outside the model. Within these conditions, 10 to 11 km/s is an upper estimate for the parameters chosen here, not a predicted operating speed.

The numerical output follows.

## Computed results

```
JS = 0.0050 eV
spacing a = 0.40 nm
spin S = 2.5
exchange J = 0.0020 eV
anisotropy D = 1.0e-05 eV
damping alpha = 0.010
hbar = 6.5821e-04 eV ps
speed unit JS a/hbar = 3.039 km/s
hbar c = 0.00693 eV nm
speed limit c = 10.53 km/s
c if pairs are counted twice = 21.05 km/s
lattice-matrix speed / c = 0.9979
wall width at rest = 4.00 nm
magnon gap = 0.00173 eV
time to cross 100 nm at c = 9.50 ps
drive u/c = 0.5: h = 8.660e-06 eV
  staggered field (g = 2) = 0.075 T
  speed, formula = 4.707 km/s
  speed, lattice spins = 4.699 km/s
  width, formula = 3.578 nm
  width, lattice spins = 3.571 nm
  peak net moment l, formula = 0.0144
  peak net moment l, lattice spins = 0.0145
drive u/c = 1.0: h = 1.732e-05 eV
  staggered field (g = 2) = 0.150 T
  speed, formula = 7.443 km/s
  speed, lattice spins = 7.417 km/s
  width, formula = 2.828 nm
  width, lattice spins = 2.816 nm
  peak net moment l, formula = 0.0289
  peak net moment l, lattice spins = 0.0291
drive u/c = 2.0: h = 3.464e-05 eV
  staggered field (g = 2) = 0.299 T
  speed, formula = 9.415 km/s
  speed, lattice spins = 9.320 km/s
  width, formula = 1.789 nm
  width, lattice spins = 1.770 nm
  peak net moment l, formula = 0.0577
  peak net moment l, lattice spins = 0.0612
largest error of local law for l = 1.43 %
peak-moment error, u/c = 2 = 6.06 %
same error, wall twice as wide = 1.18 %
metastability limit of h = 5.00e-05 eV
u/c at that limit = 2.887
v/c at that limit = 0.9449
zero-point speed factor = 1.0194
c with zero-point factor = 10.73 km/s
speed factor at 100 K = 1.0022
c at 100 K = 10.55 km/s
speed factor at 200 K = 0.9035
c at 200 K = 9.51 km/s
magnon estimate fails above = 304 K
matching magnon (u/c = 2), k a = 1.195
matching wavelength = 2.10 nm
its relative weight in the wall = 4.52e-04
```
